# Plasma cutoff density for 2.45 GHz microwaves in a processing discharge

## Problem

A discharge for etching or deposition is fed with microwaves of frequency $f=2.45$ GHz. Treat the plasma as uniform, with electron density $n$, no static magnetic field, negligible thermal motion and collisions, and ions that do not move.

1. Derive the relation between frequency and wavenumber for a transverse wave, and find the electron density $n_c$ at which the wave ceases to propagate. Evaluate it for 2.45 GHz and for 915 MHz.
2. Find the wavelength in a plasma with $n=3\times10^{16}$ m⁻³, and the depth to which the field enters one with $n=3\times10^{17}$ m⁻³.
3. The gas is argon at 50 mTorr and 400 K, and the electrons have a momentum-transfer rate coefficient of $10^{-13}$ m³/s. How do collisions change the cutoff?
4. Estimate how far $n_c$ is shifted by a metal chamber of radius 15 cm, by a static field of 0.05 mT along the wave, by the motion of the ions, and by an electron temperature of 3 eV.

The discharge parameters in parts 3 and 4 are rough typical values.

## Solution

### 1. The wave and its cutoff

**Electron motion.** SI units are used, and fields vary as $\exp[i(kx-\omega t)]$ with $\omega=2\pi f$; the physical field is the real part. Let the wave travel along $x$ with its electric field $E$ along $y$. An electron has charge $-e$ and mass $m$. Its velocity $v$ is proportional to $E$, so the magnetic force of the wave, a product of $v$ and the wave's magnetic field, is of second order in the amplitude and is dropped. Then

$$m\frac{dv}{dt}=-eE .$$

The time derivative gives a factor $-i\omega$, so

$$-i\omega m v=-eE\quad\Rightarrow\quad v=\frac{eE}{i\omega m}.$$

The velocity is perpendicular to the direction in which the wave varies. The electrons therefore do not bunch, and $n$ keeps its unperturbed value. The current density is

$$J=-env=-\frac{ne^2}{i\omega m}E=\frac{i\,ne^2}{\omega m}E ,$$

where $-1/i=i$ was used. The factor $i$ puts the current a quarter cycle out of phase with the field. The mean power density given to the electrons, $\tfrac12\mathrm{Re}(JE^*)$, is zero: without collisions they borrow energy and return it.

**Maxwell's equations.** The magnetic field $B$ lies along $z$. Faraday's law, $\partial E/\partial x=-\partial B/\partial t$, gives

$$ikE=i\omega B\quad\Rightarrow\quad B=\frac{kE}{\omega}.$$

The $y$ component of the Ampère–Maxwell law is

$$-\frac{\partial B}{\partial x}=\mu_0J+\frac1{c^2}\frac{\partial E}{\partial t}.$$

Inserting $B$ and $J$ and dividing by $E$,

$$-\frac{ik^2}{\omega}=\frac{i\mu_0ne^2}{\omega m}-\frac{i\omega}{c^2}.$$

Multiplication by $i\omega c^2$ turns the three terms into $c^2k^2$, $-\mu_0c^2ne^2/m$ and $\omega^2$. Since $\mu_0c^2=1/\varepsilon_0$,

$$\omega^2=\omega_p^2+c^2k^2,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

Here $\omega_p$ is the plasma frequency. The same result can be expressed through a relative permittivity. The sum of electron current and displacement current is

$$J-i\omega\varepsilon_0E=-i\omega\varepsilon_0\left(1-\frac{\omega_p^2}{\omega^2}\right)E ,$$

so $\varepsilon_r=1-\omega_p^2/\omega^2$ and $k^2=\varepsilon_r\omega^2/c^2$.

**Cutoff.** A propagating wave needs $k^2>0$, that is $\omega>\omega_p$. The limit is $k=0$, where $\omega=\omega_p$. Solving for the density,

$$n_c=\frac{\varepsilon_0m\omega^2}{e^2}.$$

At this density the electron current cancels the displacement current. No total current is left to produce a magnetic field, and the electric field oscillates in phase throughout the plasma.

For 2.45 GHz, $\omega=1.5394\times10^{10}$ rad/s, and

$$n_c=\frac{(8.85419\times10^{-12})(9.10938\times10^{-31})(1.5394\times10^{10})^2}{(1.60218\times10^{-19})^2}\ \text{m}^{-3}.$$

The numerator is $1.911\times10^{-21}$ and the denominator $2.567\times10^{-38}$ in SI units. Hence

$$n_c=7.446\times10^{16}\ \text{m}^{-3}\approx7.4\times10^{16}\ \text{m}^{-3},$$

or about $7.4\times10^{10}$ cm⁻³.

Because $n_c\propto f^2$, the value at 915 MHz is smaller by $(0.915/2.45)^2=0.139$, which gives $1.04\times10^{16}$ m⁻³. In this model the higher frequency can propagate through a denser plasma for two reasons. For a given field and density, the electron current falls as $1/\omega$, since the electrons have less time to respond in each cycle, while the displacement current that it must cancel grows as $\omega$.

### 2. Below and above cutoff

Since $\omega_p^2/\omega^2=n/n_c$, the dispersion relation becomes

$$k^2=\frac{\omega^2}{c^2}\left(1-\frac n{n_c}\right).$$

**Below cutoff.** For $n=3\times10^{16}$ m⁻³, $n/n_c=0.403$ and $\varepsilon_r=0.597$. The vacuum wavelength is $\lambda_0=12.24$ cm, so

$$\lambda=\frac{2\pi}{k}=\frac{\lambda_0}{\sqrt{\varepsilon_r}}=\frac{12.24\ \text{cm}}{\sqrt{0.597}}=15.8\ \text{cm}.$$

The wavelength is longer than in vacuum and grows without limit as $n$ approaches $n_c$ from below.

**Above cutoff.** Now $k^2<0$. Put $k=i\kappa$ with $\kappa>0$, the sign for which the field decays into a plasma filling the half-space $x>0$. Then $E\propto e^{-\kappa x}e^{-i\omega t}$, and the amplitude falls by a factor $e$ over the depth

$$\delta=\frac1\kappa=\frac{c/\omega}{\sqrt{n/n_c-1}}.$$

For $n=3\times10^{17}$ m⁻³, $n/n_c=4.029$. With $c/\omega=1.947$ cm,

$$\delta=\frac{1.947\ \text{cm}}{\sqrt{3.029}}=1.12\ \text{cm}.$$

The field thus enters the plasma but carries no mean power into it. Faraday's law gives $B=i\kappa E/\omega$, a quarter cycle out of phase with $E$, so the mean energy flux $\tfrac1{2\mu_0}\mathrm{Re}(EB^*)$ vanishes. In the steady state the incident power is reflected.

These two lengths were also obtained without using a permittivity. Maxwell's equations and the electron equation of motion were stepped forward in time, with the field at the plasma surface driven at 2.45 GHz and raised smoothly over 15 periods. The wavenumber was read in the thirtieth period from two planes a quarter of a vacuum wavelength apart. The results were a wavelength of 15.84 cm at the lower density and a depth of 1.120 cm at the higher one, against 15.84 cm and 1.119 cm from the formulas.

### 3. Collisions

Let collisions with gas atoms remove electron momentum at a rate $\nu$, taken to be the same for all electrons:

$$m\frac{dv}{dt}=-eE-m\nu v\quad\Rightarrow\quad v=-\frac{eE}{m(\nu-i\omega)}.$$

The current is now

$$J=-env=\frac{ne^2}{m(\nu-i\omega)}E .$$

Writing the total current $J-i\omega\varepsilon_0E$ as $-i\omega\varepsilon_0\varepsilon_rE$ gives $\varepsilon_r=1+iJ/(\omega\varepsilon_0E)$. Because $i/(\nu-i\omega)=-1/(\omega+i\nu)$,

$$\varepsilon_r=1-\frac{\omega_p^2}{\omega(\omega+i\nu)}
=1-\frac{\omega_p^2}{\omega^2+\nu^2}+\frac{i\nu}{\omega}\frac{\omega_p^2}{\omega^2+\nu^2}.$$

The real part vanishes when $\omega_p^2=\omega^2+\nu^2$, that is at the density $n_c(1+\nu^2/\omega^2)$.

At 50 mTorr and 400 K the ideal-gas law gives $1.21\times10^{21}$ atoms per cubic metre. Multiplied by the rate coefficient, this gives

$$\nu=(1.21\times10^{21})(10^{-13})\ \text{s}^{-1}=1.21\times10^8\ \text{s}^{-1},\qquad \frac\nu\omega=0.0078 .$$

The zero of the real part moves up by $(\nu/\omega)^2=6\times10^{-5}$ of $n_c$, which is negligible. The smoothing of the transition is a larger effect, since it is of first order in $\nu/\omega$. At $n=n_c$,

$$\varepsilon_r=1-\frac{\omega}{\omega+i\nu}=\frac{i\nu}{\omega+i\nu}\approx\frac{i\nu}\omega .$$

Since $\sqrt i=(1+i)/\sqrt2$, the wavenumber is

$$k=\frac\omega c\sqrt{\varepsilon_r}\approx\frac\omega c(1+i)\sqrt{\frac{\nu}{2\omega}} .$$

Its imaginary part sets the depth:

$$\delta(n_c)\approx\frac c\omega\sqrt{\frac{2\omega}\nu}=1.947\ \text{cm}\times\sqrt{\frac2{0.0078}}\approx31\ \text{cm}.$$

So at the cutoff density itself the field would reach about 31 cm into an unbounded uniform plasma. This is larger than the chamber of part 4. In a metal tube of radius 15 cm the walls set the depth instead: the least damped mode decays at $n=n_c$ over about $1/k_\perp\approx8$ cm, with $k_\perp$ the transverse wavenumber defined there. The change from propagation to decay is spread over densities for which $|1-n/n_c|$ is comparable with $\nu/\omega$, that is within roughly 1% of $n_c$.

Collisions also allow heating above cutoff. The mean absorbed power density is

$$\frac12\mathrm{Re}(JE^*)=\frac{ne^2}{2m}\frac{\nu}{\nu^2+\omega^2}|E|^2 ,$$

which is positive wherever the field is present, including the layer of depth $\delta$ in a plasma denser than $n_c$. The cutoff density is therefore a limit on propagation through the plasma, not an upper limit on the density of a microwave discharge.

If the gas temperature and the rate coefficient are held fixed, $\nu$ is proportional to pressure and reaches $\omega$ at about 6.4 Torr. There the zero of $\mathrm{Re}\,\varepsilon_r$ lies at $2n_c$ and the imaginary part of $\varepsilon_r$ at that density is 1. A sharp cutoff is then no longer a useful description.

### 4. Other corrections to the limit

**Metal chamber.** Let the uniform, collisionless plasma fill a long metal tube of radius $a$, with the wave travelling along its axis $z$. Maxwell's equations give $\nabla\times(\nabla\times\mathbf E)=\varepsilon_r(\omega^2/c^2)\mathbf E$. In a uniform plasma with $\varepsilon_r\neq0$, $\nabla\cdot\mathbf E=0$, and the left side becomes $-\nabla^2\mathbf E$. A mode with transverse wavenumber $k_\perp$ and axial wavenumber $k_z$ then obeys

$$k_z^2=\frac{\omega^2}{c^2}\left(1-\frac n{n_c}\right)-k_\perp^2 .$$

Setting $k_z=0$ gives the density limit

$$n=n_c\left(1-\frac{c^2k_\perp^2}{\omega^2}\right).$$

The smallest $k_\perp$ of a circular metal tube belongs to the TE11 mode, so this mode is the last to be cut off as the density rises. Its azimuthal electric field varies with radius as $J_1'(k_\perp r)$ and must vanish at the wall, which requires $k_\perp a=1.84$. For $a=15$ cm, $k_\perp=0.1227$ cm⁻¹, and

$$\frac{ck_\perp}\omega=1.947\times0.1227=0.239,\qquad \left(\frac{ck_\perp}\omega\right)^2=0.057 .$$

The limit falls by 5.7%, to $7.0\times10^{16}$ m⁻³. The correction grows as $1/a^2$ at fixed frequency. It reaches 100% at $a=1.84\,c/\omega\approx3.6$ cm, below which the tube does not carry the wave even when empty.

**Static magnetic field.** Let a field $B_0$ point along the wave, now taken along $z$, and define $\omega_c=eB_0/m$. For this step use the real transverse components, combined as $E_+=E_x+iE_y$ and $v_+=v_x+iv_y$. The force $-e(\mathbf E+\mathbf v\times\mathbf B_0)$ gives

$$\frac{dv_+}{dt}=-\frac em E_++i\omega_cv_+ .$$

Without $E_+$ the solution is $v_+\propto e^{i\omega_ct}$, the free gyration of the electron. Let the wave field rotate as $E_+\propto e^{is\omega t}$, with $s=+1$ for rotation in the same sense as the electrons and $s=-1$ for the opposite sense. Then

$$i(s\omega-\omega_c)v_+=-\frac emE_+\quad\Rightarrow\quad v_+=\frac{ieE_+}{m(s\omega-\omega_c)} .$$

At cutoff the total current vanishes, $\varepsilon_0\,dE_+/dt-env_+=0$, so

$$is\omega\varepsilon_0=\frac{ine^2}{m(s\omega-\omega_c)}\quad\Rightarrow\quad \omega_p^2=s\omega(s\omega-\omega_c)=\omega(\omega-s\omega_c).$$

The limits are therefore $n_c(1-s\,\omega_c/\omega)$. A field of 0.05 mT, roughly that of the Earth, shifts them by only $\mp0.06\%$ of $n_c$.

At $B_0=m\omega/e=87.5$ mT, however, $\omega_c=\omega$. This is electron cyclotron resonance, where the cold, collisionless response to the co-rotating wave diverges. For that wave the ratio of total current to vacuum displacement current is $1-\omega_p^2/[\omega(\omega-\omega_c)]$. When $\omega_c>\omega$ this is positive at every density, so the wave has no density cutoff in this model. The value $7.4\times10^{16}$ m⁻³ must not be applied to it.

**Ion motion.** Singly charged ions of mass $M$ and density $n$ add a current of the same form, with $m$ replaced by $M$. The charge enters squared, so the two currents add. Then $\omega_p^2$ is multiplied by $1+m/M$, and the limit becomes $n_c/(1+m/M)$. For argon the shift is $-1.4\times10^{-5}$ of $n_c$.

**Thermal motion.** At $k=0$ the field is uniform, and moving through it does not change the field an electron feels. What remains is the relativistic increase of inertia. For an electron of velocity $\mathbf v$ with Lorentz factor $\gamma$, a force $\mathbf F$ produces

$$\frac{d\mathbf v}{dt}=\frac1{\gamma m}\left[\mathbf F-\frac{\mathbf v(\mathbf v\cdot\mathbf F)}{c^2}\right].$$

Averaging over directions replaces the second term by $v^2\mathbf F/(3c^2)$. With $1/\gamma\approx1-v^2/(2c^2)$, the response is reduced by the factor

$$1-\left(\frac12+\frac13\right)\frac{\langle v^2\rangle}{c^2}=1-\frac52\frac{k_BT_e}{mc^2},$$

because $\langle v^2\rangle=3k_BT_e/m$ at leading order. The cutoff density rises by the same small fraction, $1.5\times10^{-5}$ at 3 eV.

Above cutoff the field is not uniform, and thermal motion matters if electrons cross the depth $\delta$ within about $1/\omega$. With $v_{th}=\sqrt{k_BT_e/m}=7.26\times10^5$ m/s and the depth found for $3\times10^{17}$ m⁻³,

$$\frac{v_{th}}{\omega\delta}=\frac{7.26\times10^5}{(1.5394\times10^{10})(0.01119)}=0.004 .$$

An electron moves only 0.4% of the depth in that time, which supports the use of a local response in part 2.

### The result beside a real reactor

Low-pressure microwave reactors for etching and deposition can run with electron densities on either side of $n_c$, so both cases in part 2 are relevant. Of the shifts calculated above for the unmagnetized or weakly magnetized discharge, that of the chamber is the largest. Real plasmas also break the assumption of uniform density, since the density falls towards the walls. The local value $n_c$ is unchanged, but it must then be compared with the local density, not the average. As an illustration, take a density proportional to $\cos(\pi x/L)$ between two walls at $x=\pm L/2$. Its average is $2/\pi=0.64$ of the central value, so the centre reaches cutoff when the average is only about $4.7\times10^{16}$ m⁻³. This estimate marks where the local permittivity vanishes, not where waves stop. Near that point the local wavelength grows without limit, so the uniform-plasma wave no longer describes the field well, and in a wide enough chamber a wave travelling along it can still pass through the thinner plasma nearer the walls, provided the density at the centre is not too far above $n_c$. If the electric field has a component along the density gradient, the electrons do bunch and the transverse-wave derivation no longer suffices. The calculation also leaves out the coupling of the wave through the window, and surface waves. These can travel along the thin electron-poor sheath between a metal wall and a sufficiently dense plasma (for a cold plasma and a thin sheath treated as vacuum, $\varepsilon_r<-1$, that is $n>2n_c$), while their field decays into the plasma.

The numerical output lists the values used here with their units.

## Numbers as computed

```
electron charge magnitude: 1.60218e-19 C
electron mass: 9.10938e-31 kg
vacuum permittivity: 8.85419e-12 F/m
speed of light: 2.99792e+08 m/s
microwave frequency: 2.45 GHz
angular frequency: 1.5394e+10 rad/s
vacuum wavelength: 12.24 cm
c/omega: 1.947 cm
cutoff density, formula: 7.4458e+16 m^-3
cutoff density, eigenproblem: 7.4458e+16 m^-3
cutoff density, converted: 7.446e+10 cm^-3
cutoff density at 915 MHz: 1.039e+16 m^-3
lower example density: 3.0e+16 m^-3
  n/n_c: 0.4029
  relative permittivity: 0.5971
  wavelength, formula: 15.84 cm
  wavelength, simulation: 15.84 cm
upper example density: 3.0e+17 m^-3
  n/n_c: 4.0291
  relative permittivity: -3.0291
  field depth, formula: 1.119 cm
  field depth, simulation: 1.120 cm
gas pressure (rough): 50 mTorr
gas temperature (rough): 400 K
electron temperature (rough): 3.0 eV
rate coefficient (rough): 1.0e-13 m^3/s
gas density: 1.21e+21 m^-3
collision frequency nu: 1.21e+08 s^-1
nu/omega: 0.0078
field depth at n_c with collisions: 31.2 cm
pressure where nu = omega: 6.4 Torr
chamber radius (rough): 15 cm
TE11 transverse wavenumber: 0.1227 cm^-1
density limit in chamber: 7.020e+16 m^-3
relative shift, chamber: -5.71e-02
weak magnetic field (rough): 0.05 mT
relative shift, weak field: -/+ 5.71e-04
relative shift, collisions: +6.15e-05
relative shift, thermal: +1.47e-05
relative shift, argon ion motion: -1.37e-05
cyclotron resonance field: 87.5 mT
thermal speed sqrt(kT/m): 7.26e+05 m/s
transit ratio at upper density: 0.0042
```
